\section*{Random splits and the prediction of new precursor families}

\section{What the test compounds have in common with the training set}

\textbf{Q.} I have a model for the energy needed to remove a neutral donor ligand from a silver(I) precursor. I put 120 compounds in random order, trained on 96 and tested on 24. The model explains 92\,\% of the variance of compounds it has never seen. So I can use it to screen donors that nobody has tried yet.

\textbf{A.} The compounds were unseen. Were their donors unseen?

\textbf{Q.} No. There are 20 donors, each in 6 compounds that differ in the rest of the molecule. But a random split is unbiased. Why should the donors matter?

\textbf{A.} It is unbiased for compounds drawn like your test compounds, and those nearly all have relatives in training. To see what that is worth, we need a reason why relatives resemble each other. Take a simple model in atomic units: a donor pair at energy zero, an empty metal orbital at energy $\Delta$ above it, and a coupling $t$ that is the same for all donors. The Hamiltonian and its lower eigenvalue are
\begin{equation}
H=\begin{pmatrix}0&t\\ t&\Delta\end{pmatrix},\qquad
\lambda_-=\tfrac12\left(\Delta-\sqrt{\Delta^2+4t^2}\right),
\end{equation}
from $\lambda^2-\Delta\lambda-t^2=0$. Two electrons drop from $0$ to $\lambda_-$, so the bond energy, counted positive, is
\begin{equation}
D=-2\lambda_-=\sqrt{\Delta^2+4t^2}-\Delta,\qquad
\frac{dD}{d\Delta}=\frac{\Delta}{\sqrt{\Delta^2+4t^2}}-1<0 .
\end{equation}
A larger gap gives a weaker bond. With $\Delta=4.0$ eV and $t=1.5$ eV the root is $\sqrt{16+9}=5$ eV, so $D=1.0$ eV and the slope is $4/5-1=-0.2$.

Let the donor set a gap $\Delta_L$, normally distributed over donors with a spread of 1.0 eV, and let the rest of the molecule shift it by an independent normal amount with a spread of 0.25 eV. To first order, $D$ then varies by $0.2\times1.0=0.20$ eV between families and by $0.2\times0.25=0.05$ eV within one. With these assumed spreads, changing the donor matters more than changing the rest of the molecule.

\section{The value of a relative}

\textbf{Q.} I accept that relatives are similar. How much does the model gain from them?

\textbf{A.} Let $M(L)$ be the mean of $D$ over all compounds with donor $L$, and $\mu$ the mean over everything. Define
\begin{equation}
\tau^2=\mathrm{Var}\,M(L),\qquad \sigma^2=\mathrm{E}\,\mathrm{Var}(D\,|\,L).
\end{equation}
The total variance is $\tau^2+\sigma^2$. For a given donor, two siblings are independent, so the mean of their product is $M(L)^2$. Averaged over donors, their covariance is $\mathrm{E}M^2-\mu^2=\tau^2$. Compounds with different donors have zero covariance, because I assume independent donors and no second ligand that recurs across families.

Now consider a learner that knows a donor by its label alone. Write $z=D-\mu$ and predict the target $z_*$ by $\sum_i a_i z_i$ over the training set. With $C_{ij}=\mathrm{E}z_iz_j$ and $c_i=\mathrm{E}z_iz_*$, the mean squared error is
\begin{equation}
\mathrm{E}z_*^2-2\sum_i a_ic_i+\sum_{ij}a_iC_{ij}a_j ,
\end{equation}
and setting its derivatives to zero gives $\sum_jC_{ij}a_j=c_i$. Unrelated compounds have $c_i=0$ and do not couple to the siblings in $C$, so their weights vanish. For each of the $k$ siblings in training the condition reads
\begin{equation}
\sigma^2a_i+\tau^2\sum_{j=1}^{k}a_j=\tau^2 .
\end{equation}
The sum is the same for every $i$, so all weights are equal, $a=\tau^2/(\sigma^2+k\tau^2)$. At the minimum the quadratic term equals $\sum_ia_ic_i$, which leaves
\begin{align}
R(k)&=\tau^2+\sigma^2-k\,a\,\tau^2
=\sigma^2+\tau^2-\frac{k\tau^4}{\sigma^2+k\tau^2}\nonumber\\
&=\sigma^2+\frac{\tau^2\sigma^2}{\sigma^2+k\tau^2}.
\label{eq:R}
\end{align}
Only second moments entered, so the curvature of $D(\Delta)$ does no harm. I do assume that $\mu$, $\tau^2$ and $\sigma^2$ are known and that the data carry no noise.

\textbf{Q.} And a new donor is the case $k=0$?

\textbf{A.} Yes: $R(0)=\sigma^2+\tau^2$, the full variance. The learner can offer nothing better than $\mu$. With one sibling, $R(1)=\sigma^2+\tau^2\sigma^2/(\sigma^2+\tau^2)<2\sigma^2$, however large $\tau$ is. With many, $R$ tends to $\sigma^2$.

Two limits are instructive. If $\tau\to0$, the donor does not matter, $R(k)=\sigma^2$ for every $k$, and your random split answers both questions. If $\sigma\to0$, one sibling gives a perfect prediction while a new donor still costs $\tau^2$: an almost flawless random score with no knowledge of what makes donors differ.

\section{What the random split averages}

\textbf{Q.} Some of my test compounds may have lost all their siblings to the test set. Doesn't that cover the new-donor case?

\textbf{A.} Count them. Let $N=120$ compounds come in families of $m=6$, with $n=96$ in training. Given one test compound, the training set is a random choice of $n$ from the other $N-1$. Choosing $k$ of its $m-1$ siblings and $n-k$ of the $N-m$ strangers gives
\begin{equation}
h(k)=\frac{\binom{m-1}{k}\binom{N-m}{n-k}}{\binom{N-1}{n}},\qquad
R_{\rm random}=\sum_{k=0}^{m-1}h(k)R(k).
\end{equation}
Averaging over both normal distributions by Gauss--Hermite quadrature, with the full $D(\Delta)$, gives $\tau=0.228$ eV and $\sigma=0.059$ eV, somewhat above the first-order values. Then:

\begin{center}
\begin{tabular}{ccc}
$k$ & $h(k)$ & $\sqrt{R(k)}$ (eV)\\
0 & 0.0002 & 0.235\\
1 & 0.005 & 0.082\\
2 & 0.044 & 0.072\\
3 & 0.198 & 0.068\\
4 & 0.418 & 0.066\\
5 & 0.335 & 0.065
\end{tabular}
\end{center}

The average test compound has 4.0 siblings in training, and about one in 5000 has none. The root-mean-square (rms) error of the random split is 0.067 eV (6.4 kJ/mol); for a new donor it is 0.235 eV (22.7 kJ/mol), 3.5 times larger. Measured against the variance of the whole population, the explained fraction is $1-0.0665^2/0.2353^2=0.92$, like your 92\,\%. A score computed on 24 test compounds about their own mean scatters widely and is somewhat lower, about 0.90 on average. For new donors the same learner explains none of the population variance, and its score on four held-out families, taken about their own mean, is usually negative.

\textbf{Q.} Perhaps I had a lucky split. I could repeat it a few hundred times.

\textbf{A.} That reduces the scatter of the estimate but leaves $h(k)$ as it is. I drew one synthetic data set from this model and split it at random 300 times. The mean rms error was 0.074 eV. The largest was 0.21 eV, so a single split can occasionally come near the new-donor error. In that split five of the six compounds of one donor were in the test set and had to be predicted from the single sibling left in training. This donor has a gap of only 1.7 eV, where $D$ is about 2.5 times as sensitive to the gap as at 4 eV, and its five compounds supplied 91\,\% of the squared error. A compound with no sibling at all requires its whole family in the test set, which has only about a 20\,\% chance of happening even once in 300 splits. The average does not move towards 0.235 eV as splits are added.

\textbf{Q.} How do you know that the shared donor causes the good score, and not the size of the training set?

\textbf{A.} I kept the sizes fixed. In 2000 synthetic data sets I made two splits each, both 96 to 24: one random, one holding out four whole families. The label learner had rms errors of 0.066 and 0.234 eV. Then I shuffled the donor labels and kept the random split. The error rose to 0.257 eV, above even the new-donor value, because the learner now trusts false siblings. With $k$ unrelated compounds of weight $a$, the error variance is $(\tau^2+\sigma^2)(1+ka^2)$. For $k=4$ and $a\approx1/4$ this adds about a quarter to the variance, or 12\,\% to the rms error, somewhat above the 9\,\% by which 0.257 eV exceeds the expected 0.235 eV, because a shuffle still leaves a few true siblings under a common label.

\section{A learner that does transfer}

\textbf{Q.} Then a good random score means that the model has merely memorized the donors?

\textbf{A.} That does not follow either. Take a second learner, a least-squares quadratic fit of $D$ to the donor's own gap $\Delta_L$. On the same data sets:

\begin{center}
\begin{tabular}{lcc}
rms error (eV) & random & new donors\\
label learner & 0.066 & 0.234\\
gap learner & 0.061 & 0.066
\end{tabular}
\end{center}

The random scores differ by less than a tenth, the new-donor errors by a factor of 3.6. A good random score is compatible with both outcomes, so it proves neither.

\textbf{Q.} So I should use physical descriptors, and the problem is gone.

\textbf{A.} In this model, yes, as long as the new donor's gap lies within the range of the training gaps, because the gap is all that distinguishes one donor from another. Outside that range the quadratic fit must extrapolate, and its error grows. A real donor can also have a dipole, which interacts with the charge on the metal. For a positive charge $q$ and a dipole $p$ at distance $r$ with its negative end towards the metal, this strengthens the bond by $qp/r^2$ in atomic units. With $q=0.5\,e$, a spread in $p$ of $0.2\,e\,$\AA{} between donors and $r=2.4$ \AA, this is a spread of 0.25 eV, about as large as $\tau$. This is a high estimate. It places a point dipole on the donor atom itself; 1 \AA{} further out it would give 0.12 eV. It also leaves out the anion. The precursor is neutral, and an equal and opposite charge on the anion, say 2.3 \AA{} behind the metal, would cancel about a quarter of it. I added the full 0.25 eV as a normal offset for each donor, independent of the gap, and gave the label learner the enlarged family variance:

\begin{center}
\begin{tabular}{lcc}
rms error (eV) & random & new donors\\
label learner & 0.068 & 0.341\\
gap learner & 0.246 & 0.310
\end{tabular}
\end{center}

The random split now strongly favours the label learner, which is the worse of the two for new donors. The gap learner no longer transfers well, since its descriptor lacks the dipole.

\section{What this means for silver precursors}

\textbf{Q.} Does an error of 0.2 eV matter in practice?

\textbf{A.} Suppose that the rate of donor loss is proportional to $\exp(-D/k_BT)$, with no barrier beyond the bond energy. An error $\delta$ in $D$ then changes the rate by a factor $\exp(\delta/k_BT)$. At 400 K, $k_BT=0.0345$ eV. The random-split error corresponds to a factor of about 7, the new-donor error to about 900. For comparison, a tenfold error in the prefactor is worth $k_BT\ln10=0.079$ eV, and a reactor 10 K too hot changes the rate by a factor of 2.0 at $D=1.0$ eV. For known donors the prefactor error is comparable with the model error and the temperature error is smaller; for new donors the model error dominates.

\textbf{Q.} How close are these numbers to real silver precursors?

\textbf{A.} A bond energy near 1 eV, use near 400 K and a metal--donor distance near 2.4 \AA{} are rough typical values. The gap, the coupling, the charge on the metal and the spreads are round choices, and the energies belong to no named molecules. The most serious omission I have sized is the dipole term: taken at the high estimate of 0.25 eV, it raises the new-donor error of the label learner from 0.23 to 0.34 eV and that of the gap learner from 0.07 to 0.31 eV. Steric strain and dispersion are also missing, and I have not sized them. The ratio of 3.5 is therefore a property of this example. What carries over is the condition: the two errors differ when donors contribute variance that the learner can pick up from siblings in training but cannot predict for a new donor.

\section{Holding out families}

\textbf{Q.} Then I hold out whole donor families, and that proves it.

\textbf{A.} It asks the right question, but the answer has limits. First, it is noisy. With four families held out, the middle 80\,\% of the label learner's rms errors over the 2000 data sets ran from 0.12 to 0.33 eV, against 0.05 to 0.08 eV for the random split. Rotate the held-out families until each has been left out once, and quote the scatter. This reduces the noise, but with only 20 donors the average remains uncertain, and the scatter between the held-out groups is only a rough guide to by how much.

Second, $\mu$ must be estimated in practice. The mean of one training family has variance $\tau^2+\sigma^2/m$ about $\mu$. Averaging 16 independent families divides this by 16, and the new donor is independent of them all, so
\begin{equation}
R_{\rm new}=\tau^2+\sigma^2+\frac{\tau^2+\sigma^2/m}{16},
\end{equation}
which raises the rms error from 0.235 to 0.242 eV, a small correction here.

Third, the result holds for new donors from the same population as the old ones. If your donors are all phosphines, leaving out one phosphine tells you about the next phosphine, not about an alkene.

\textbf{Q.} And if a second ligand also recurs across my compounds?

\textbf{A.} Then it contributes a shared variance of its own, and holding out donors leaves that part known to the learner. Such a split tests new donors beside familiar partners. If both ligands will be new in use, no test compound may share either of them with the training set.

\textbf{Q.} So what may I claim from my 92\,\%?

\textbf{A.} That you can predict further compounds of the 20 donors you already have, with about the error of the random split, if the rest of the molecule varies as before. It does not show that you can rank compounds with the same donor: the label learner gives them all one value and still scores about 90\,\%. For a twenty-first donor the score alone settles nothing, in either direction.
